\section*{Why the Differential Effective-Medium Scheme Has No Percolation Threshold}

\section*{The rule for adding metal}

\textbf{Q.} I want to raise the permittivity of a gate dielectric by mixing in metal spheres. One mixing rule tells me that the permittivity diverges when a third of the volume is metal. The differential scheme shows no such threshold. What does it assume?

\textbf{A.} It builds the composite in small doses. After each dose the mixture is replaced by a uniform medium with the same permittivity, and the next spheres are placed in that medium. This is justified if the new spheres are much larger than all earlier ones and are far apart from each other.

I use SI units and relative permittivities: $\varepsilon_h$ for the host, $\varepsilon_i$ for the spheres and $\varepsilon$ for the composite. The metal volume fraction is $f$. The response is static, linear and isotropic. For perfect conductors, $\varepsilon_i\to\infty$, a percolation threshold is a fraction $f_c<1$ at which $\varepsilon$ diverges.

\textbf{Q.} What does one dose do?

\textbf{A.} Take one sphere of radius $a$ in a medium $\varepsilon$ with a uniform applied field $E_0$. The potential is $-E_{\rm in}r\cos\theta$ inside and $(-E_0r+b/r^2)\cos\theta$ outside. Continuity of the potential and of the normal displacement at $r=a$ gives
\begin{align}
E_{\rm in}&=E_0-\frac{b}{a^3}, &
\varepsilon_iE_{\rm in}&=\varepsilon\left(E_0+\frac{2b}{a^3}\right).
\end{align}
The first equation gives $b/a^3=E_0-E_{\rm in}$. Inserting this in the second gives $\varepsilon_iE_{\rm in}=\varepsilon(3E_0-2E_{\rm in})$, so
\begin{equation}
E_{\rm in}=\frac{3\varepsilon}{\varepsilon_i+2\varepsilon}E_0 .
\end{equation}
For a perfect conductor $E_{\rm in}\to0$, but the product $D_{\rm in}=\varepsilon_0\varepsilon_iE_{\rm in}$ tends to the finite value $3\varepsilon_0\varepsilon E_0$.

Now let new spheres replace a volume fraction $d\phi$ of the composite. The quantity $D-\varepsilon_0\varepsilon E$ vanishes in the medium, so its volume average comes from the new spheres alone:
\begin{equation}
\langle D\rangle-\varepsilon_0\varepsilon\langle E\rangle
=d\phi\,\varepsilon_0(\varepsilon_i-\varepsilon)E_{\rm in}.
\end{equation}
By definition of the new permittivity, the left side is $\varepsilon_0\,d\varepsilon\,\langle E\rangle$, and $\langle E\rangle=E_0$ to leading order in $d\phi$. Hence
\begin{equation}
d\varepsilon=3\varepsilon\,\frac{\varepsilon_i-\varepsilon}{\varepsilon_i+2\varepsilon}\,d\phi
\;\longrightarrow\; 3\varepsilon\,d\phi
\quad(\varepsilon_i\to\infty).
\label{dose}
\end{equation}
A dose multiplies the permittivity by $1+3\,d\phi$, however large $\varepsilon$ has already become.

\textbf{Q.} Is $d\phi$ simply the increase of the metal fraction?

\textbf{A.} No. The new spheres displace composite, and a fraction $f$ of what they displace is already metal. Therefore
\begin{equation}
df=d\phi-f\,d\phi=(1-f)\,d\phi .
\label{book}
\end{equation}
Integration from $f=0$ gives the total dose $\Phi=\int d\phi=-\ln(1-f)$. Complete filling needs an infinite total dose. Dividing Eq.~(\ref{dose}) by $\varepsilon$ and integrating from the pure host,
\begin{equation}
\ln\frac{\varepsilon}{\varepsilon_h}=3\Phi=-3\ln(1-f),
\qquad
\varepsilon=\frac{\varepsilon_h}{(1-f)^3}.
\label{cube}
\end{equation}
There are two reasons for the missing threshold. A finite dose multiplies $\varepsilon$ by a finite factor, and every $f<1$ is reached with a finite dose. The divergence is thereby pushed to $f=1$.

\section*{A geometry behind the formula}

\textbf{Q.} Could this be an accident of averaging? I would like to see an arrangement of metal that behaves this way.

\textbf{A.} Surround a conducting core of radius $a$ by a shell of permittivity $\varepsilon$ and outer radius $R$, with core fraction $\phi=a^3/R^3$. Measured from the potential of the core, the shell potential is $-A(r-a^3/r^2)\cos\theta$, which vanishes at $r=a$. Ask for the outside permittivity $\varepsilon_*$ that leaves an outside field $E$ uniform. Matching the potential and the normal displacement at $R$ gives
\begin{equation}
E=A(1-\phi),\qquad \varepsilon_*E=\varepsilon A(1+2\phi),
\qquad
\frac{\varepsilon_*}{\varepsilon}=\frac{1+2\phi}{1-\phi}.
\label{shell}
\end{equation}
Such a coated sphere does not disturb the field outside it. One can therefore insert scaled copies, down to arbitrarily small sizes, until they fill space. The whole then has permittivity $\varepsilon_*$.

Next, use this composite as the shell material of much larger coated spheres, and repeat for $N$ generations with equal $\phi$. The remaining host fraction is $1-f=(1-\phi)^N$. Since $(1+2\phi)/(1-\phi)=3/(1-\phi)-2$,
\begin{equation}
\frac{\varepsilon_N}{\varepsilon_h}
=\left[3(1-f)^{-1/N}-2\right]^N .
\label{nested}
\end{equation}
This is finite for every finite $N$ and $f<1$. Each core keeps its own shell, whose thickness is a fixed fraction of the core radius. The gaps between pieces of metal therefore stay in proportion to their size. That is the geometric meaning of the missing threshold. Merely not touching would not be enough: in a simple cubic array of equal conducting spheres, $\varepsilon$ grows without limit as the gaps close, although $f$ stays below 0.53.

\textbf{Q.} Does this construction lead back to the cube?

\textbf{A.} Yes. Put $x=(1-f)^{-1/N}$. Because $x^3-(3x-2)=(x-1)^2(x+2)\ge0$, Eq.~(\ref{nested}) cannot exceed $x^{3N}=(1-f)^{-3}$. For large $N$, set $s=\Phi/N$ and expand:
\begin{align}
N\ln(3e^s-2)&=N\ln\left(1+3s+\tfrac32s^2+\dots\right)\nonumber\\
&=N\left(3s-3s^2+\dots\right)=3\Phi-\frac{3\Phi^2}{N}+\dots
\end{align}
The first term is Eq.~(\ref{cube}); the second is the relative shortfall. At $f=0.5$ the ratio is 4.000, 5.029, 5.638 and 7.029 for $N=1,2,3,10$, against a limit of 8. In a test with 2000 doses, each step was taken from a numerical solution of the radial Laplace equation and the metal volume was updated dose by dose. It gave 7.9942. The expected relative shortfall is $3(\ln2)^2/2000=0.07\,\%$, as found.

\section*{Where the other threshold comes from}

\textbf{Q.} Why, then, does the other rule diverge at one third?

\textbf{A.} The symmetric Bruggeman scheme treats host and metal alike, as spherical grains placed in the final medium:
\begin{equation}
f\,\frac{\varepsilon_i-\varepsilon}{\varepsilon_i+2\varepsilon}
+(1-f)\frac{\varepsilon_h-\varepsilon}{\varepsilon_h+2\varepsilon}=0 .
\label{sym}
\end{equation}
For $\varepsilon_i\to\infty$ at finite $\varepsilon$ the first fraction is 1. Multiplying by $\varepsilon_h+2\varepsilon$ leaves $\varepsilon_h+(3f-1)\varepsilon=0$, so
\begin{equation}
\varepsilon=\frac{\varepsilon_h}{1-3f},\qquad
\frac1\varepsilon\frac{d\varepsilon}{df}=\frac{3}{1-3f}=\frac{3\varepsilon}{\varepsilon_h}.
\end{equation}
Here the relative gain grows with $\varepsilon$ itself, and this feedback produces a divergence at $f=1/3$. In the differential scheme the relative gain is $3/(1-f)=3(\varepsilon/\varepsilon_h)^{1/3}$. This feedback is weaker, and the divergence comes only at $f=1$.

For small $f$ the differential scheme gives $\varepsilon/\varepsilon_h=1+3f+6f^2$ and the symmetric one $1+3f+9f^2$, to second order. They agree for isolated spheres and differ once spheres interact.

Above one third, the quotient $(\varepsilon_h-\varepsilon)/(\varepsilon_h+2\varepsilon)$ in Eq.~(\ref{sym}) tends to $-1/2$ because $\varepsilon\gg\varepsilon_h$. Then $2f(\varepsilon_i-\varepsilon)=(1-f)(\varepsilon_i+2\varepsilon)$, or $\varepsilon=\varepsilon_i(3f-1)/2$: the metal now sets the response. With $\varepsilon_i/\varepsilon_h=10^8$ and $f=0.4$, the symmetric scheme gives $\varepsilon/\varepsilon_h=10^7$ and the differential scheme gives 4.63.

\textbf{Q.} Real metal has finite conductivity. Could a small direct current still leak through?

\textbf{A.} Not in this model, if the host insulates. Combine the general form of Eq.~(\ref{dose}) with Eq.~(\ref{book}) and split the fraction:
\begin{equation}
\frac13\left(\frac1\varepsilon+\frac{3}{\varepsilon_i-\varepsilon}\right)d\varepsilon
=\frac{df}{1-f}
\;\Rightarrow\;
\frac{\varepsilon_i-\varepsilon}{\varepsilon_i-\varepsilon_h}
\left(\frac{\varepsilon_h}{\varepsilon}\right)^{1/3}=1-f .
\end{equation}
Let $\varepsilon_c=\varepsilon_h/(1-f)^3$. For $|\varepsilon_i|\gg\varepsilon_c$ the first factor is $1-(\varepsilon_c-\varepsilon_h)/\varepsilon_i$ to first order. Solving for $\varepsilon$ cubes this factor:
\begin{equation}
\varepsilon\simeq\varepsilon_c\left[1-\frac{3(\varepsilon_c-\varepsilon_h)}{\varepsilon_i}\right].
\end{equation}
With time factor $e^{-i\omega t}$, a metal of conductivity $\sigma$ has $\varepsilon_i\simeq i\sigma/(\varepsilon_0\omega)$ at low frequency, so $1/\varepsilon_i=-i\varepsilon_0\omega/\sigma$. The effective conductivity is
\begin{equation}
\sigma_{\rm eff}=\varepsilon_0\omega\,{\rm Im}\,\varepsilon
=\frac{3\varepsilon_c(\varepsilon_c-\varepsilon_h)(\varepsilon_0\omega)^2}{\sigma},
\end{equation}
which vanishes as $\omega\to0$ at fixed $f<1$. The condition $|\varepsilon_i|\gg\varepsilon_c$ also shows where the cube fails: when $1-f$ is no longer large compared with $(\varepsilon_h/|\varepsilon_i|)^{1/3}$.

\section*{A gate film with gold spheres}

\textbf{Q.} What would I gain in a thick polymer gate dielectric for printed transistors?

\textbf{A.} Take rough values: $\varepsilon_h=4$, a 1000 nm film, 10 V and a host breakdown field of 3 MV/cm. Let $f=0.20$. The ideal hierarchy gives $4/0.8^3=7.81$. A film has room for few size classes, so use two, with radii 5 and 50 nm. Each dose is $\phi=1-\sqrt{0.8}=0.1056$, and
\begin{equation}
\varepsilon=4\left(\frac{3}{\sqrt{0.8}}-2\right)^2=7.33,
\end{equation}
which is 6\,\% below the ideal value. Equation~(\ref{shell}) was derived for coated spheres of all sizes that fill space; for a class of equal spheres it is an approximation, which requires them to be well spread out. The capacitance rises from 3.54 to 6.49 nF/cm$^2$ at fixed thickness.

\textbf{Q.} And the electric strength?

\textbf{A.} That is the price. The shell field at the pole of a core is the slope of $A(r-a^3/r^2)$ at $r=a$, which is $3A=3E/(1-\phi)$. A small sphere near the pole of a large one multiplies this factor again. For $N$ well-separated generations the peak is $3^N/(1-f)$ times the mean field, and it grows without limit with $N$ although $\varepsilon$ stays finite.

Here the factor is $9/0.8=11.25$. This is a rough value, because the radii differ only tenfold: widely spaced spheres give less, and nearly touching ones give more. For an isolated pair of a 50 nm and a 5 nm sphere aligned with the field, the factor 9 becomes 12.6, 9.0 and 7.1 at gaps of 1.4, 3 and 7 nm; two 50 nm spheres 5 nm apart give 14. The mean field of 0.10 MV/cm becomes a peak of 1.1 MV/cm. The peak reaches breakdown at a mean field of $3/11.25=0.27$ MV/cm, or 27 V. If local breakdown sets the limit, the film can hold 0.17 $\mu$C/cm$^2$, against 1.06 $\mu$C/cm$^2$ for the plain host. The composite stores more charge per volt but less at its limit.

\textbf{Q.} How far should I trust these numbers for a real film?

\textbf{A.} For bare gold in close contact with the polymer, two corrections are of a few per cent, each relative to 7.33. First, the field penetrates the gold. For free electrons the Thomas--Fermi length is 0.059 nm, and the small spheres respond like a dielectric of permittivity 84 instead of a perfect conductor. With the electrons confined to the sphere, this lowers $\varepsilon$ by about 4\,\%. Electrons that spill out of the surface act the other way, by an amount that depends on how closely the polymer meets the gold, so even the sign of this correction is uncertain. The $d$ electrons are also left out. A surface layer of low permittivity costs more: an empty gap of about 0.2 nm between the edge of the electron cloud and the polymer lowers $\varepsilon$ by about 9\,\%, and a ligand shell 1 nm thick with permittivity 2.3 by about 11\,\%. Second, large spheres cannot be centred within one radius of an electrode. Treating the depleted layers as capacitors in series, with the interior dose held fixed, lowers $\varepsilon$ by about 3\,\%. Most of this is lost metal, since the mean fraction falls to 0.19; with the total held at $f=0.20$ the same estimate gives about 0.5\,\%.

Tunnelling at 1 kHz would matter for gaps below roughly 1.3 to 1.4 nm, estimated with a rough 3 eV barrier; a 1 eV barrier would give about 2.2 nm. Small spheres on a simple cubic lattice are 7 nm apart. Hard spheres placed at random at the same dose are much closer: the mean gap to the nearest neighbour is about 2 nm, and some 40\,\% of them have a neighbour within 1.4 nm. Thermal emission over that barrier, which the image force lowers by about 0.2 eV at the peak field if the surface is treated as flat, carries a factor of about $e^{-108}$ at 300 K. The loss tangent due to the resistance of the gold is about $10^{-14}$ with the bulk conductivity; electron scattering at the surfaces of the small spheres raises it a few times, which is still negligible. Losses in the polymer itself are not included.

The assumption most at risk is the arrangement. Close pairs occur even at random, particles that cluster can touch or link up within tunnelling range in larger groups, and a connected chain between the electrodes shorts the film whatever Eq.~(\ref{cube}) says. The model cannot predict when that happens. As an indication of the sensitivity to geometry, at $f=0.20$ the symmetric scheme gives $\varepsilon/\varepsilon_h=2.5$ and the differential one 1.95. Nor does the example carry over to a gate stack a few nanometres thick, where the 50 nm spheres would not fit. The numerical output lists the remaining values.

\textbf{Q.} So the missing threshold is no promise about my powder?

\textbf{A.} It is a property of metal whose pieces stay separated by host at every scale, with gaps in proportion to their size. If your processing keeps them apart, for instance with an insulating coating that survives, there is no metallic path, though the permittivity still depends on the sizes and positions, and a coating of low permittivity reduces the gain. If the pieces can join, the film can have a threshold, and you need a model that includes contacts.

\section*{Table of computed values}
\begin{verbatim}
dilute slope (d eps/eps)/d phi, numerical: 3.0003
f | repeated doses, N=2000 | 1/(1-f)^3   (eps/eps_h)
0.2 | 1.9530 | 1.9531
0.5 | 7.9942 | 8.0000
0.8 | 124.5159 | 125.0000
nested sizes at f=0.5, eps/eps_h for N=1,2,3,10: 4.000, 5.029, 5.638, 7.029
contrast eps_i/eps_h = 1e8: f | differential | symmetric (eps/eps_h)
0.2 | 1.9531 | 2.5
0.3 | 2.9155 | 10
0.4 | 4.6296 | 1e+07
f=0.5, effective/metal conductivity at |eps_i|/eps_h=1e4, 1e5: 1.680e-06, 1.680e-08
inputs: eps_h 4.0, f 0.20, film 1000 nm, bias 10 V
radii: 5 nm and 50 nm; host breakdown (rough) 3.0 MV/cm
barrier (rough) 3.0 eV, temperature 300 K, frequency 1 kHz
gold (rough): electron density 5.9e+28 m^-3, conductivity 4e+07 S/m
total dose Phi = -ln(1-f): 0.2231
permittivity, ideal hierarchy: 7.8125
dose of each of two size classes: 0.1056
permittivity, two size classes: 7.3344
two classes relative to ideal: -6.12 %
capacitance per area, host: 3.542 nF/cm2
capacitance per area, ideal: 6.917 nF/cm2
capacitance per area, two classes: 6.494 nF/cm2
Thomas-Fermi length: 0.0587 nm
equivalent sphere permittivity, 5 nm and 50 nm: 84.1, 850.1
permittivity with field penetration: 7.0219 (-4.26 %)
permittivity with electrode depletion: 7.0955 (-3.26 %)
mean field: 0.100 MV/cm
peak/mean host field, two classes: 11.25
peak host field: 1.125 MV/cm
mean field when peak reaches breakdown: 0.267 MV/cm (26.7 V)
charge at breakdown, plain host: 1.063 uC/cm2
charge at breakdown, composite: 0.173 uC/cm2
gap where tunnelling matters at this frequency: 1.43 nm
gap of evenly spaced small spheres: 7.05 nm
image-force barrier lowering at peak field: 0.201 eV
thermal emission exponent (barrier/kT): 108.3
loss tangent from finite gold conductivity: 1.59e-14
\end{verbatim}
